# Diagonal Born-Oppenheimer correction and reduced-mass shift of hydrogen 1s: verification in Python

```python
"""
Diagonal Born-Oppenheimer correction of the hydrogen 1s level.

Result under test (nonrelativistic atom at rest, point proton):
    D = (hbar^2 / 2M) * integral |grad_R psi|^2 = (m/M) <T_e> = (m/M) E_h/2,
and D is the first-order term in m/M of the exact reduced-mass shift
    E(lam) - E(0),  with  E(lam) = -(E_h/2) / (1 + lam),  lam = m/M.

Symbols: m electron mass, M proton mass, R proton position, psi the 1s
function for a fixed proton, T_e electron kinetic energy, E_h hartree.
Calculations use atomic units (hbar = m = e = 4 pi eps0 = 1).
"""
import numpy as np
import sympy as sp
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre

mass_ratio = physical_constants["proton-electron mass ratio"][0]
hartree_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
hartree_mev = physical_constants["Hartree energy in eV"][0] * 1000
lam = 1 / mass_ratio

# Electronic expectation values by symbolic integration.
r = sp.symbols("r", positive=True)
psi_sym = sp.exp(-r) / sp.sqrt(sp.pi)
shell = 4 * sp.pi * r**2
laplacian = sp.diff(r**2 * sp.diff(psi_sym, r), r) / r**2
norm = sp.integrate(sp.simplify(shell * psi_sym**2), (r, 0, sp.oo))
t_gradient = sp.integrate(
    sp.simplify(shell * sp.diff(psi_sym, r)**2 / 2), (r, 0, sp.oo))
t_laplacian = sp.integrate(
    sp.expand(sp.simplify(-shell * psi_sym * laplacian / 2)), (r, 0, sp.oo))
v_mean = sp.integrate(sp.simplify(-shell * psi_sym**2 / r), (r, 0, sp.oo))
assert sp.simplify(norm - 1) == 0
assert sp.simplify(t_gradient - t_laplacian) == 0
assert sp.simplify(t_gradient - sp.Rational(1, 2)) == 0
assert sp.simplify(v_mean + 1) == 0
assert sp.simplify(-laplacian / 2 - psi_sym / r + psi_sym / 2) == 0
t_mean = float(t_gradient)
v_mean = float(v_mean)


def psi(distance):
    return np.exp(-distance) / np.sqrt(np.pi)


def squared_change_per_step(step):
    """Integral of |psi(R+step) - psi(R)|^2 / step^2 over electron space.

    Spheroidal coordinates with the two proton positions as foci are used.
    """
    t, w_t = laggauss(20)
    eta, w_eta = leggauss(12)
    t = t[:, None]
    xi = 1 + t / step
    dist_a = step * (xi + eta) / 2
    dist_b = step * (xi - eta) / 2
    change = (psi(dist_b) - psi(dist_a)) / step
    volume = 2 * np.pi * (step / 2)**3 * (xi**2 - eta**2)
    weights = w_t[:, None] * np.exp(t) * w_eta / step
    return np.sum(weights * volume * change**2)


# Diagonal correction from its definition: the proton is really displaced.
# The finite step leaves a relative error of about step^2 / 4.
step = 1e-3
one_direction = squared_change_per_step(step)
diagonal_moved = 3 * one_direction / (2 * mass_ratio)
diagonal = lam * t_mean
assert abs(diagonal_moved / diagonal - 1) < 1e-6

# The full two-particle Hamiltonian acts on the exact state at rest.
M = sp.symbols("M", positive=True)
electron = sp.symbols("x y z", real=True)
proton = sp.symbols("X Y Z", real=True)
separation = sp.sqrt(sum((a - b)**2 for a, b in zip(electron, proton)))
kappa = M / (1 + M)
exact_state = sp.exp(-kappa * separation)
h_state = (-sum(sp.diff(exact_state, q, 2) for q in proton) / (2 * M)
           - sum(sp.diff(exact_state, q, 2) for q in electron) / 2
           - exact_state / separation)
for offset in ((1, 2, 2), (2, 3, 6)):
    place = dict(zip(proton, (1, 0, -1)))
    place.update({q: p + s for q, p, s in zip(electron, (1, 0, -1), offset)})
    local_energy = h_state.subs(place) / exact_state.subs(place)
    assert sp.simplify(local_energy + kappa / 2) == 0


def ground_energy(mass_parameter, size=14, zeta=1.3):
    """Lowest s eigenvalue of (1 + mass_parameter) T + V in hartree."""
    x, w = laggauss(40)
    poly = np.array([eval_genlaguerre(k, 2, x) for k in range(size)])
    slope = np.array([np.zeros_like(x)] +
                     [-eval_genlaguerre(k - 1, 3, x) for k in range(1, size)])
    u = x * poly
    du = (1 - x / 2) * poly + x * slope
    overlap = (u * w) @ u.T / (2 * zeta)
    kinetic = zeta * (du * w) @ du.T
    potential = -(u * w / x) @ u.T
    matrix = (1 + mass_parameter) * kinetic + potential
    return eigh(matrix, overlap, eigvals_only=True)[0]


# Exact energies, including a large mass parameter as a hard case.
e_fixed = ground_energy(0.0)
e_exact = ground_energy(lam)
for value in (0.0, lam, 0.1):
    assert abs(ground_energy(value) + 0.5 / (1 + value)) < 1e-10

# Slope and curvature at infinite proton mass, by central differences.
h = 1e-3
slope_e = (ground_energy(h) - ground_energy(-h)) / (2 * h)
assert abs(slope_e - t_mean) < 2e-6
h2 = 1e-2
second_coeff = (ground_energy(h2) - 2 * e_fixed + ground_energy(-h2)) / (2 * h2**2)
assert abs(second_coeff + 0.5) < 1e-4

# First order lies above the exact energy; the remainder is second order.
exact_shift = e_exact - e_fixed
remainder = exact_shift - diagonal
assert e_fixed + diagonal > e_exact
assert abs(remainder + 0.5 * lam**2 / (1 + lam)) < 1e-11

# With the mass of the whole atom the diagonal term gives the full shift.
diagonal_atom_mass = t_mean / (mass_ratio + 1)
assert abs(diagonal_atom_mass - exact_shift) < 1e-11

print(f"Proton-electron mass ratio M/m: {mass_ratio:.5f}")
print(f"lam = m/M: {lam:.8e}")
print(f"Hartree energy: {hartree_cm:.4f} cm^-1")
print(f"Mean electron kinetic energy: {t_mean:.4f} E_h")
print(f"Mean potential energy: {v_mean:.4f} E_h")
print(f"Mean electron kinetic energy: {t_mean * hartree_cm:.4f} cm^-1")
print(f"Proton displacement in the direct test: {step:.4f} bohr")
print(f"Squared change of psi, one direction: {one_direction:.6f} bohr^-2")
print(f"Diagonal correction, displaced proton: {diagonal_moved * hartree_cm:.4f} cm^-1")
print(f"Diagonal correction, (m/M)<T_e>: {diagonal * hartree_cm:.4f} cm^-1")
print(f"Diagonal correction, rounded: {diagonal * hartree_cm:.1f} cm^-1")
print(f"Diagonal correction, converted: {diagonal * hartree_mev:.4f} meV")
print(f"Slope dE/dlam at lam = 0, diagonalization: {slope_e:.5f} E_h")
print(f"Coefficient of lam^2, diagonalization: {second_coeff:.4f} E_h")
print(f"First-order shift from this slope: {slope_e * lam * hartree_cm:.3f} cm^-1")
print(f"1s energy, fixed proton: {e_fixed * hartree_cm:.4f} cm^-1")
print(f"1s energy with diagonal correction: {(e_fixed + diagonal) * hartree_cm:.4f} cm^-1")
print(f"1s energy, exact finite mass: {e_exact * hartree_cm:.4f} cm^-1")
print(f"Exact reduced-mass shift: {exact_shift * hartree_cm:.4f} cm^-1")
print(f"Exact shift minus diagonal correction: {remainder * hartree_cm:.4f} cm^-1")
print(f"Second-order term -lam^2 E_h/2: {-0.5 * lam**2 * hartree_cm:.4f} cm^-1")
print(f"Remainder relative to diagonal correction: {100 * remainder / diagonal:.4f} %")
print(f"Diagonal term with atomic mass M+m: {diagonal_atom_mass * hartree_cm:.4f} cm^-1")
print(f"Exact 1s length over bohr radius, 1+lam: {1 + lam:.7f}")
print("all good")
```

It prints:

```
Proton-electron mass ratio M/m: 1836.15267
lam = m/M: 5.44617021e-04
Hartree energy: 219474.6314 cm^-1
Mean electron kinetic energy: 0.5000 E_h
Mean potential energy: -1.0000 E_h
Mean electron kinetic energy: 109737.3157 cm^-1
Proton displacement in the direct test: 0.0010 bohr
Squared change of psi, one direction: 0.333333 bohr^-2
Diagonal correction, displaced proton: 59.7648 cm^-1
Diagonal correction, (m/M)<T_e>: 59.7648 cm^-1
Diagonal correction, rounded: 59.8 cm^-1
Diagonal correction, converted: 7.4099 meV
Slope dE/dlam at lam = 0, diagonalization: 0.50000 E_h
Coefficient of lam^2, diagonalization: -0.5001 E_h
First-order shift from this slope: 59.765 cm^-1
1s energy, fixed proton: -109737.3157 cm^-1
1s energy with diagonal correction: -109677.5509 cm^-1
1s energy, exact finite mass: -109677.5834 cm^-1
Exact reduced-mass shift: 59.7323 cm^-1
Exact shift minus diagonal correction: -0.0325 cm^-1
Second-order term -lam^2 E_h/2: -0.0325 cm^-1
Remainder relative to diagonal correction: -0.0544 %
Diagonal term with atomic mass M+m: 59.7323 cm^-1
Exact 1s length over bohr radius, 1+lam: 1.0005446
all good
```
